# Luminescence Loss at a Perfectly Recombining Surface: test program

```python
# Result under test: for steady diffusion in a half-space, luminescence in low
# injection without reabsorption obeys
#     I(infinite surface recombination) / I(passivated) = 1 / (1 + alpha L).
# alpha: absorption coefficient of the exciting light; L = sqrt(D tau);
# D: diffusivity; tau: bulk lifetime; S: surface recombination velocity;
# s = S L / D; gamma: absorption coefficient of the emitted light.
# Numerical solver: depth in units of L, density in units of F tau / L, where
# F is the entering photon flux; a = alpha L and g = gamma L.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded

POINTS = 40001


def steady_density(depth, source, s, sink=None):
    """Solve -n'' + (1 + sink) n = source, n'(0) = s n(0), n(end) = 0."""
    h = depth[1] - depth[0]
    bands = np.zeros((3, depth.size))
    bands[0, 1:] = -1 / h**2
    bands[1] = 1 + 2 / h**2
    bands[2, :-1] = -1 / h**2
    if sink is not None:
        bands[1] += sink
    rhs = source.copy()
    if np.isinf(s):
        bands[1, 0], bands[0, 1], rhs[0] = 1, 0, 0
    else:
        bands[1, 0] += 2 * s / h
        bands[0, 1] = -2 / h**2
    bands[1, -1], bands[2, -2], rhs[-1] = 1, 0, 0
    return solve_banded((1, 1), bands, rhs)


def solve_light(a, s, g=0.0, length=None, injection=0.0):
    """Return depth, density and emitted light from the diffusion equation."""
    if length is None:
        length = 30 * max(1, 1 / a)
    x = np.linspace(0, length, POINTS)
    n = steady_density(x, a * np.exp(-a * x), s)
    light = simpson(n * (1 + injection * n) * np.exp(-g * x), x=x)
    return x, n, light


def ratio_finite_s(a, s):
    return (1 + s + a) / ((1 + s) * (1 + a))


# Symbolic check of the general solution and of both integrals.
z, al, Ls, F, ts, ss = sp.symbols("z alpha L F tau s", positive=True)
C = F * al * ts / (1 - al**2 * Ls**2)
general = C * (sp.exp(-al*z) - (al*Ls + ss) / (1 + ss) * sp.exp(-z/Ls))
residual = Ls**2/ts*sp.diff(general, z, 2) - general/ts + F*al*sp.exp(-al*z)
assert sp.simplify(residual) == 0
boundary = sp.diff(general, z).subs(z, 0) - ss / Ls * general.subs(z, 0)
assert sp.simplify(boundary) == 0
integral_exp_alpha = sp.integrate(sp.exp(-al * z), (z, 0, sp.oo))
integral_exp_L = sp.integrate(sp.exp(-z / Ls), (z, 0, sp.oo))
total = C * (integral_exp_alpha - (al*Ls + ss) / (1 + ss) * integral_exp_L)
passivated_total = sp.simplify(total.subs(ss, 0))
bare_total = sp.limit(sp.simplify(total), ss, sp.oo)
assert sp.simplify(passivated_total - F * ts) == 0
assert sp.simplify(bare_total / passivated_total - 1 / (1 + al * Ls)) == 0

# Main result from the numerical solution, including alpha L = 1.
checks = []
for a in (0.2, 1.0, 5.0):
    passive = solve_light(a, 0.0)[2]
    bare = solve_light(a, np.inf)[2]
    assert abs(passive - 1) < 2e-5
    assert abs(bare / passive * (1 + a) - 1) < 2e-5
    checks.append((a, bare / passive, 1 / (1 + a)))

# Density profiles, including the removable pole.
x, n, _ = solve_light(3.0, np.inf)
assert np.max(abs(n - 3 / (1 - 9) * (np.exp(-3*x) - np.exp(-x)))) < 1e-5
x, n, _ = solve_light(1.0, np.inf)
assert np.max(abs(n - x * np.exp(-x) / 2)) < 1e-5

# Probability that an electron born at one depth is lost at the surface.
x = np.linspace(0, 30, POINTS)
h = x[1]
birth = 1600
point_source = np.zeros(POINTS)
point_source[birth] = 1 / h
n = steady_density(x, point_source, np.inf)
loss_infinite = (4 * n[1] - n[2]) / (2 * h)
assert abs(loss_infinite - np.exp(-x[birth])) < 1e-5
n = steady_density(x, point_source, 2.0)
assert abs(2 * n[0] - 2 / 3 * np.exp(-x[birth])) < 1e-5

# Finite S, including strong absorption where s >> 1 alone is insufficient.
for a, s, tolerance in ((3.0, 2.0, 2e-5), (50.0, 50.0, 5e-4)):
    numeric = solve_light(a, s)[2] / solve_light(a, 0.0)[2]
    assert abs(numeric / ratio_finite_s(a, s) - 1) < tolerance
strong_excess = numeric * (1 + a)
assert strong_excess > 1.9

# Reabsorption with one effective coefficient.
for a, g in ((2.0, 0.7), (0.5, 3.0)):
    numeric = solve_light(a, np.inf, g)[2] / solve_light(a, 0.0, g)[2]
    assert abs(numeric * (1 + a + g) - 1) < 3e-5

# A surface layer in which every electron is lost, made by a strong sink.
a, layer = 3.0, 0.3
sink = np.where(x <= layer + 1e-9, 1e12, 0.0)
n = steady_density(x, a * np.exp(-a * x), np.inf, sink)
# The density has a kink at the layer edge, so the trapezoidal rule is used.
assert abs(np.trapezoid(n, x) * (1 + a) / np.exp(-a*layer) - 1) < 3e-5 \
    if hasattr(np, "trapezoid") else \
    abs(np.trapz(n, x) * (1 + a) / np.exp(-a*layer) - 1) < 3e-5

# Kinetic limit: no electron returns from an absorbing wall, and the velocity
# distribution is a Maxwellian times a function linear in velocity.


def maxwell(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)


half_flux = quad(lambda u: u * maxwell(u), 0, np.inf)[0]
half_square = quad(lambda u: u * u * maxwell(u), 0, np.inf)[0]
full_square = quad(lambda u: u * u * maxwell(u), -np.inf, np.inf)[0]
wall_speed = half_flux / half_square * full_square
assert abs(wall_speed - np.sqrt(8 / np.pi) / 2) < 1e-8

# Rough values for p-type silicon; lengths in cm and times in s.
T = 300.0
mobility = 1100.0
tau = 1e-6
alpha = 800.0
doping = 1e16
irradiance = 0.1
wavelength_nm = 808.0
S_bare = 1e6
S_reference = 50.0
gamma = 5.0
thickness = 0.05
B = 5e-15
band_bending = 0.5
permittivity = 11.7
mass = 0.27
warming = 30.0
alpha_slope = 0.004
mobility_power = -2.2

thermal_energy = const.k * T / const.e
D = mobility * thermal_energy
L = np.sqrt(D * tau)
a = alpha * L
photon_eV = const.h * const.c / (wavelength_nm * 1e-9) / const.e
flux = irradiance / (photon_eV * const.e)
ideal = 1 / (1 + a)
x, n_bare, light_bare = solve_light(a, np.inf)
_, n_passive, light_passive = solve_light(a, 0.0)
assert abs(light_bare / light_passive / ideal - 1) < 2e-5
peak_depth = np.log(a) / (alpha - 1 / L)
assert abs(x[np.argmax(n_bare)] - peak_depth / L) < 2 * x[1]
density_unit = flux * tau / L
peak_bare = n_bare.max() * density_unit
peak_passive = n_passive.max() * density_unit

# Size of each neglected effect on the ratio.
s_bare = S_bare * L / D
s_reference = S_reference * L / D
ratio_S = ratio_finite_s(a, s_bare)
ratio_reference = ideal / ratio_finite_s(a, s_reference)
g = gamma * L
ratio_reabsorbed = 1 / (1 + a + g)
wafer = thickness / L
ratio_wafer = (solve_light(a, np.inf, length=wafer)[2]
               / solve_light(a, 0.0, length=wafer)[2])
injection = density_unit / doping
ratio_injection = (solve_light(a, np.inf, injection=injection)[2]
                   / solve_light(a, 0.0, injection=injection)[2])
depletion_m = np.sqrt(2 * permittivity * const.epsilon_0 * band_bending
                      / (const.e * doping * 1e6))
ratio_depletion = ideal * np.exp(-alpha * depletion_m * 100)
mean_speed = 100 * np.sqrt(8*const.k*T / (np.pi * mass * const.m_e))
ratio_kinetic = ratio_finite_s(a, mean_speed / 2 * L / D)
wave_cm = 100 * const.h / np.sqrt(2*np.pi*mass*const.m_e*const.k*T)
degeneracy = peak_passive * wave_cm**3 / 2
T_hot = T + warming
D_hot = (mobility * (T_hot / T)**mobility_power
         * const.k * T_hot / const.e)
a_hot = alpha * (1 + alpha_slope * warming) * np.sqrt(D_hot * tau)
ratio_hot = 1 / (1 + a_hot)
ratio_combined = (
    solve_light(a, s_bare, g, wafer, injection)[2]
    / solve_light(a, s_reference, g, wafer, injection)[2])
L_inferred = (1 / ratio_combined - 1) / alpha


def change(value):
    return 100 * (value / ideal - 1)


print("TESTS: luminescence ratio, numerical and formula")
for test_a, numeric, formula in checks:
    print(f"alpha L = {test_a:.1f}: {numeric:.6f}, {formula:.6f}")
print(f"alpha L = s = 50: ratio / infinite-S limit = {strong_excess:.3f}")
print("INPUTS: rough values for p-type silicon")
print(f"temperature = {T:.0f} K")
print(f"electron mobility = {mobility:.0f} cm2/Vs")
print(f"bulk lifetime = {tau*1e6:.1f} us")
print(f"absorption coefficient alpha = {alpha:.0f} cm^-1")
print(f"acceptor density = {doping:.1e} cm^-3")
print(f"excitation wavelength = {wavelength_nm:.0f} nm")
print(f"entering irradiance = {irradiance*1e3:.0f} mW/cm2")
print(f"bare S, reference S = {S_bare:.1e}, {S_reference:.0f} cm/s")
print(f"emission absorption gamma = {gamma:.1f} cm^-1")
print(f"wafer thickness = {thickness*1e4:.0f} um")
print(f"radiative coefficient B = {B:.1e} cm3/s")
print(f"surface band bending = {band_bending:.2f} eV")
print(f"relative permittivity = {permittivity:.1f}")
print(f"electron mass for speed = {mass:.2f} m_e")
print(f"warming = {warming:.0f} K")
print(f"alpha rise = {alpha_slope*100:.1f} % per K")
print(f"mobility power of temperature = {mobility_power:.1f}")
print("RESULTS")
print(f"thermal energy = {thermal_energy:.5f} eV")
print(f"diffusivity D = {D:.2f} cm2/s")
print(f"diffusion length L = {L*1e4:.2f} um = {L*1e8:.3e} angstrom")
print(f"alpha L = {a:.3f}")
print(f"photon energy = {photon_eV:.3f} eV")
print(f"entering photon flux = {flux:.3e} cm^-2 s^-1")
print(f"passivated sheet density = {flux*tau:.3e} cm^-2")
print(f"infinite-S sheet density = {flux*tau*ideal:.3e} cm^-2")
print(f"ratio: formula, numerical = {ideal:.5f}, "
      f"{light_bare/light_passive:.5f}")
print(f"reduction factor 1 + alpha L = {1+a:.3f}")
print(f"depth of infinite-S maximum = {peak_depth*1e4:.2f} um")
print(f"peak density, infinite S = {peak_bare:.3e} cm^-3")
print(f"peak density, passivated = {peak_passive:.3e} cm^-3")
print("NEGLECTED EFFECTS: ratio, change from ideal ratio")
print(f"finite bare S: {ratio_S:.5f}, {change(ratio_S):+.2f} %")
print(f"alpha D = {alpha*D:.3e} cm/s; D/L = {D/L:.3e} cm/s")
print(f"reference S: {ratio_reference:.5f}, {change(ratio_reference):+.2f} %")
print(f"reabsorption: {ratio_reabsorbed:.5f}, "
      f"{change(ratio_reabsorbed):+.2f} %; gamma L = {g:.4f}")
print(f"finite wafer, lossy rear: {ratio_wafer:.5f}, "
      f"{change(ratio_wafer):+.3f} %")
print(f"injection: {ratio_injection:.5f}, {change(ratio_injection):+.2f} %")
print(f"depletion width = {depletion_m*1e9:.0f} nm")
print(f"lossy depletion layer: {ratio_depletion:.5f}, "
      f"{change(ratio_depletion):+.2f} %")
print(f"mean thermal speed = {mean_speed:.3e} cm/s")
print(f"kinetic limit: {ratio_kinetic:.5f}, {change(ratio_kinetic):+.2f} %")
print(f"warming: {ratio_hot:.5f}, {change(ratio_hot):+.2f} %")
print(f"radiative fraction B N_A tau = {B*doping*tau:.1e}")
print(f"electron degeneracy parameter = {degeneracy:.1e}")
print("COMBINED: finite S values, reabsorption, wafer, injection")
print(f"combined ratio: {ratio_combined:.5f}, {change(ratio_combined):+.2f} %")
print(f"L inferred by simple formula = {L_inferred*1e4:.2f} um, "
      f"{100*(L_inferred/L-1):+.2f} %")
print("checks complete")
```

It prints:

```
TESTS: luminescence ratio, numerical and formula
alpha L = 0.2: 0.833333, 0.833333
alpha L = 1.0: 0.500000, 0.500000
alpha L = 5.0: 0.166666, 0.166667
alpha L = s = 50: ratio / infinite-S limit = 1.980
INPUTS: rough values for p-type silicon
temperature = 300 K
electron mobility = 1100 cm2/Vs
bulk lifetime = 1.0 us
absorption coefficient alpha = 800 cm^-1
acceptor density = 1.0e+16 cm^-3
excitation wavelength = 808 nm
entering irradiance = 100 mW/cm2
bare S, reference S = 1.0e+06, 50 cm/s
emission absorption gamma = 5.0 cm^-1
wafer thickness = 500 um
radiative coefficient B = 5.0e-15 cm3/s
surface band bending = 0.50 eV
relative permittivity = 11.7
electron mass for speed = 0.27 m_e
warming = 30 K
alpha rise = 0.4 % per K
mobility power of temperature = -2.2
RESULTS
thermal energy = 0.02585 eV
diffusivity D = 28.44 cm2/s
diffusion length L = 53.33 um = 5.333e+05 angstrom
alpha L = 4.266
photon energy = 1.534 eV
entering photon flux = 4.068e+17 cm^-2 s^-1
passivated sheet density = 4.068e+11 cm^-2
infinite-S sheet density = 7.724e+10 cm^-2
ratio: formula, numerical = 0.18989, 0.18989
reduction factor 1 + alpha L = 5.266
depth of infinite-S maximum = 23.69 um
peak density, infinite S = 9.290e+12 cm^-3
peak density, passivated = 6.179e+13 cm^-3
NEGLECTED EFFECTS: ratio, change from ideal ratio
finite bare S: 0.19419, +2.26 %
alpha D = 2.275e+04 cm/s; D/L = 5.333e+03 cm/s
reference S: 0.19133, +0.76 %
reabsorption: 0.18894, -0.50 %; gamma L = 0.0267
finite wafer, lossy rear: 0.18988, -0.004 %
injection: 0.18933, -0.30 %
depletion width = 254 nm
lossy depletion layer: 0.18607, -2.01 %
mean thermal speed = 2.071e+07 cm/s
kinetic limit: 0.19031, +0.22 %
warming: 0.18141, -4.47 %
radiative fraction B N_A tau = 5.0e-05
electron degeneracy parameter = 1.8e-05
COMBINED: finite S values, reabsorption, wafer, injection
combined ratio: 0.19412, +2.23 %
L inferred by simple formula = 51.89 um, -2.69 %
checks complete
```
